\section*{Interface Optical Phonons and Electron Coupling at a Semiconductor–Oxide Boundary}

\section{Interface phonons under a gate oxide}

An electron in a silicon channel has no long-range polar phonon of its own to scatter from. A calculation that keeps the silicon phonons alone therefore misses a channel of energy loss: ions vibrating in the gate oxide produce an electric field that reaches into the semiconductor. Inserting a bulk phonon of the oxide does not repair the omission. Its frequency ignores the polarization of the semiconductor, and its coupling says nothing about the distance between electron and oxide. Both must follow from the electrostatics of the two media together.

\subsection{The mode condition}

Let the semiconductor fill $z>0$ and the oxide $z<0$. Both are isotropic, the interface is abrupt, and mobile carriers and damping are left out at first. SI formulas are used, with energies in eV and lengths in nm. The relative permittivity of either medium is
\begin{equation}
\epsilon(\omega)=\epsilon^\infty+\sum_j\frac{s_j\omega_j^2}{\omega_j^2-\omega^2},\qquad s_j>0,
\label{eps}
\end{equation}
where $\omega_j$ are transverse phonon frequencies, $s_j$ their static strengths, and $\epsilon^\infty$ the electronic part. The static value is $\epsilon^0=\epsilon^\infty+\sum_js_j$. A nonpolar semiconductor has no terms in the sum.

For in-plane wave vectors $q$ much larger than $\sqrt{\epsilon_s}\,\omega/c$, retardation is negligible and $\mathbf E=-\nabla\phi$. With no free charge, $\epsilon\nabla^2\phi=0$ inside each medium. If $\epsilon\neq0$ there, $\phi$ obeys Laplace's equation. A wave along the interface then has $\partial_z^2\phi=q^2\phi$, and the solution that is bounded on both sides and continuous at $z=0$ is
\begin{equation}
\phi=\phi_0\cos(\mathbf q\cdot\mathbf r-\omega t)\,e^{-q|z|}.
\label{phi}
\end{equation}
The normal displacement $-\epsilon_0\epsilon\,\partial_z\phi$ must also be continuous. Since $\partial_z\phi=-q\phi$ just above the interface and $+q\phi$ just below, this requires $\epsilon_sq\phi_0=-\epsilon_{ox}q\phi_0$, or
\begin{equation}
D(\omega)\equiv\epsilon_s(\omega)+\epsilon_{ox}(\omega)=0.
\label{D}
\end{equation}
The permittivities cancel: the normal fields are opposite on the two sides, and so are the signs of the permittivities, which makes the displacements equal.

From (\ref{eps}),
\begin{equation}
\frac{d\epsilon}{d\omega}=\sum_j\frac{2\omega s_j\omega_j^2}{(\omega_j^2-\omega^2)^2}>0,
\label{slope}
\end{equation}
so $D$ rises between its poles. Below the lowest pole it starts from $D(0)>0$ and has no root. Between neighbouring poles it runs from $-\infty$ to $+\infty$ and has one root. Above the last pole it runs from $-\infty$ to $D(\infty)>0$ and again has one. If all transverse frequencies differ, there are thus as many interface modes $\omega_\nu$ as oscillators.

For constant $\epsilon_s$ and one oxide oscillator of strength $s$ and frequency $\omega_T$, put $D_\infty=\epsilon_s+\epsilon_{ox}^\infty$ and $D_0=D_\infty+s$. Multiplying (\ref{D}) by $\omega_T^2-\omega^2$ gives $D_\infty(\omega_T^2-\omega^2)+s\omega_T^2=0$, hence
\begin{equation}
\omega_{SO}=\omega_T\sqrt{\frac{\epsilon_s+\epsilon_{ox}^0}{\epsilon_s+\epsilon_{ox}^\infty}}.
\label{so}
\end{equation}
Setting $\epsilon_s=0$ formally returns the bulk longitudinal frequency $\omega_T\sqrt{\epsilon_{ox}^0/\epsilon_{ox}^\infty}$. For $\epsilon_s\to\infty$ the semiconductor shorts out the field and $\omega_{SO}\to\omega_T$.

\subsection{Energy of a mode}

The coupling is fixed by the potential that accompanies one quantum, so the mode energy is needed. The permittivity (\ref{eps}) follows from lattice polarizations obeying
\begin{equation}
\ddot{\mathbf P}_j=-\omega_j^2\mathbf P_j+\epsilon_0s_j\omega_j^2\mathbf E,
\label{motion}
\end{equation}
because harmonic motion gives $\mathbf P_j=\epsilon_0s_j\omega_j^2\mathbf E/(\omega_j^2-\omega^2)$. The energy density is
\begin{equation}
u=\frac{\epsilon_0\epsilon^\infty E^2}{2}+\sum_j\frac{\dot P_j^2+\omega_j^2P_j^2}{2\epsilon_0s_j\omega_j^2}.
\label{u}
\end{equation}
To see that its integral is conserved, differentiate and use (\ref{motion}). The lattice terms give $\sum_j\mathbf E\cdot\dot{\mathbf P}_j$, so $\dot u=\mathbf E\cdot\dot{\mathbf D}$ with $\mathbf D$ the displacement field. Since $\mathbf E=-\nabla\phi$, $\nabla\cdot\mathbf D=0$ and the normal component of $\mathbf D$ is continuous, integration by parts gives zero.

The kinetic part of (\ref{u}), averaged over a period, is
\begin{align}
\langle u_K\rangle
&=\sum_j\frac{\omega^2}{2\epsilon_0s_j\omega_j^2}\,
\frac{\epsilon_0^2s_j^2\omega_j^4\langle E^2\rangle}{(\omega_j^2-\omega^2)^2}\nonumber\\
&=\frac{\epsilon_0\omega}{4}\frac{d\epsilon}{d\omega}\langle E^2\rangle,
\label{kin}
\end{align}
by (\ref{slope}). Everything else in the energy is quadratic in the polarizations, because the instantaneous field is linear in them. For such a harmonic system the virial theorem makes mean kinetic and mean potential energy equal. The total is twice the kinetic part.

For (\ref{phi}) the in-plane field contributes $\sin^2$ and the normal field $\cos^2$ of the same phase, so $E^2=q^2\phi_0^2e^{-2q|z|}$. On each side
\begin{equation}
\int E^2\,d|z|=q^2\phi_0^2\frac1{2q}=\frac{q\phi_0^2}{2}.
\label{field}
\end{equation}
Adding the two sides over an interface area $A$ gives
\begin{align}
U&=2A\,\frac{\epsilon_0\omega_\nu}{4}\,\frac{q\phi_0^2}{2}
\left(\frac{d\epsilon_s}{d\omega}+\frac{d\epsilon_{ox}}{d\omega}\right)\nonumber\\
&=\frac{A\epsilon_0\omega_\nu q\phi_0^2}{4}D'_\nu,\qquad D'_\nu=\left.\frac{dD}{d\omega}\right|_{\omega_\nu}.
\label{U}
\end{align}
The share of lattice kinetic energy in the semiconductor is $(d\epsilon_s/d\omega)/D'_\nu$, which measures how far a mode is hybrid.

\subsection{The electron coupling}

Write the potential operator of one branch as
\begin{equation}
\hat\phi=\sum_{\mathbf q}g_q\,e^{i\mathbf q\cdot\mathbf r-q|z|}(a_{\mathbf q}+a^\dagger_{-\mathbf q}),
\end{equation}
with real $g_q$. In a coherent state with $a_{\mathbf q}\to\alpha e^{-i\omega_\nu t}$ for one wave vector, the terms $\mathbf q$ and $-\mathbf q$ add to a wave of amplitude $\phi_0=2g_q|\alpha|$. Its energy above the ground state is $\hbar\omega_\nu|\alpha|^2$. Equating this to (\ref{U}),
\begin{equation}
\hbar\omega_\nu|\alpha|^2=A\epsilon_0\omega_\nu q\,g_q^2|\alpha|^2D'_\nu .
\end{equation}
The electron energy is $-e\hat\phi$, so with $M_\nu=-eg_q$
\begin{equation}
H_{int}=\sum_{\nu,\mathbf q}M_\nu(q)e^{-q|z|}e^{i\mathbf q\cdot\mathbf r}(a_{\nu\mathbf q}+a^\dagger_{\nu,-\mathbf q}),\qquad
|M_\nu|^2=\frac{e^2\hbar}{\epsilon_0AqD'_\nu}.
\label{M}
\end{equation}

For one oscillator, the equation above (\ref{so}) gives $\omega_{SO}^2-\omega_T^2=s\omega_T^2/D_\infty$. Then (\ref{slope}) yields $D'=2\omega_{SO}D_\infty^2/(s\omega_T^2)$. Using $\omega_T^2/\omega_{SO}^2=D_\infty/D_0$,
\begin{equation}
\frac1{D'}=\frac{\omega_{SO}}2\,\frac{s}{D_\infty D_0}
=\frac{\omega_{SO}}2\left(\frac1{D_\infty}-\frac1{D_0}\right),
\end{equation}
where the last step uses $s=D_0-D_\infty$. Therefore
\begin{equation}
|M|^2=\frac{e^2\hbar\omega_{SO}}{2\epsilon_0Aq}
\left[\frac1{\epsilon_s+\epsilon_{ox}^\infty}-\frac1{\epsilon_s+\epsilon_{ox}^0}\right].
\label{Mone}
\end{equation}
The bracket vanishes when the oxide lattice does not polarize.

The mode results were tested by a calculation that assumes neither (\ref{D}) nor an exponential profile. The equations of motion (\ref{motion}) and Poisson's equation were discretized in $z$ and diagonalized at $q=0.5315\ \mathrm{nm^{-1}}$, for the silicon and polar models given below. The oxide was $8/q$ or 1 nm thick and ended on a grounded plane. The largest relative errors were $7\times10^{-8}$ in energy and 0.2\% in squared coupling, the latter over distances up to $3/q$. For the 1 nm oxide the comparison uses the gate correction (\ref{gate}).

\subsection{Static charge and the sum rule}

A fixed charge gives a separate view of the coupling. Let a charge $e$ sit at $z_0>0$. At wave vector $q$ its potential in the semiconductor is a direct term plus a reflected one of relative amplitude $r$; in the oxide it is a transmitted term of amplitude $t_r$. Continuity of potential and displacement requires $1+r=t_r$ and $\epsilon_s(1-r)=\epsilon_{ox}t_r$, so $r=(\epsilon_s-\epsilon_{ox})/(\epsilon_s+\epsilon_{ox})$. Since $r/\epsilon_s=2/D-1/\epsilon_s$,
\begin{equation}
\phi_q=\frac{e}{2\epsilon_0q}\left[
\frac{e^{-q|z-z_0|}-e^{-q(z+z_0)}}{\epsilon_s}+\frac{2e^{-q(z+z_0)}}{D}\right].
\label{green}
\end{equation}
The second term has its poles at the interface modes. In a polar semiconductor the first has poles where $\epsilon_s=0$, the bulk longitudinal phonons. Their contribution vanishes at $z=0$ and is a separate coupling, not contained in (\ref{M}).

As a function of $x=\omega^2$, $1/D$ has simple poles at $x_\nu=\omega_\nu^2$ with residues $1/(dD/dx)=2\omega_\nu/D'_\nu$, and it tends to $1/D(\infty)$. Hence
\begin{equation}
\frac1D=\frac1{D(\infty)}+\sum_\nu\frac{2\omega_\nu/D'_\nu}{\omega^2-\omega_\nu^2},
\quad
\sum_\nu\frac{2}{\omega_\nu D'_\nu}=\frac1{D(\infty)}-\frac1{D(0)},
\label{sum}
\end{equation}
the second relation being the first at $\omega=0$.

Now take two fixed charges in a nonpolar semiconductor, both at distance $z$. Completing the square in the phonon operators lowers the energy by $|M_\nu|^2|F_{\mathbf q}|^2/\hbar\omega_\nu$ for each mode, with $F_{\mathbf q}=\sum_ie^{i\mathbf q\cdot\mathbf r_i-qz}$. The cross terms give an interaction whose Fourier component is $-\sum_\nu2A|M_\nu|^2e^{-2qz}/\hbar\omega_\nu$. By (\ref{M}) and (\ref{sum}) this equals
\begin{equation}
\frac{e^2}{\epsilon_0q}\left[\frac1{D(0)}-\frac1{D(\infty)}\right]e^{-2qz},
\end{equation}
the change in $e\phi_q$ from (\ref{green}) when the oxide lattice is allowed to respond. For the silicon example at $q=0.5315\ \mathrm{nm^{-1}}$, a direct solution of Poisson's equation at the grid point $z=1.97$ nm gives $-0.0265\ \mathrm{eV\,nm^2}$, and phonon exchange agrees with it to about 0.1\%. At $z=2$ nm the value is $-0.0257\ \mathrm{eV\,nm^2}$.

\subsection{What decays exponentially}

At fixed $q$ the coupling amplitude falls over $1/q$ and its square over $1/(2q)$. There is no decay length common to all phonons. With Bose number $N_\nu$, the mean-square potential energy at $z$ is
\begin{align}
\langle V^2\rangle
&=\sum_\nu A\int_0^\infty\frac{q\,dq}{2\pi}|M_\nu|^2e^{-2qz}(2N_\nu+1)\nonumber\\
&=\sum_\nu\frac{e^2\hbar(2N_\nu+1)}{4\pi\epsilon_0D'_\nu z}.
\label{rms}
\end{align}
The factor $q$ from the area element cancels the $1/q$ in $|M_\nu|^2$, and the remaining integral is $1/(2z)$. Long waves make the total fall algebraically even though each component falls exponentially.

A metal gate alters those long waves. If an ideal metal covers an oxide of thickness $t$, the oxide potential is proportional to $\sinh[q(t-|z|)]/\sinh qt$. Its slope at the interface is $q\coth qt$ times its value, and the field integral (\ref{field}) acquires the same factor:
\begin{equation}
\frac{q^2\phi_0^2}{2}\int_0^t\frac{\cosh[2q(t-|z|)]}{\sinh^2qt}\,d|z|=\frac{q\phi_0^2}{2}\coth qt .
\end{equation}
Both frequency and coupling therefore follow from
\begin{equation}
D(\omega)\to\epsilon_s(\omega)+\epsilon_{ox}(\omega)\coth qt .
\label{gate}
\end{equation}
For $qt\ll1$ and constant $\epsilon_s$, the condition becomes $\epsilon_{ox}\simeq-\epsilon_sqt\to0$, so the modes approach the bulk longitudinal frequencies of the oxide. Since $D'\simeq\epsilon_{ox}'/(qt)$, the factor $1/q$ in $|M|^2$ disappears. This requires that $\epsilon_{ox}'$ no longer depend on $q$, which holds only for $\epsilon_sqt\ll\epsilon_{ox}^\infty$, a stricter condition than $qt\ll1$. For $z\gg\epsilon_st/\epsilon_{ox}^\infty$ the integral in (\ref{rms}) becomes proportional to $\int q e^{-2qz}dq=1/(4z^2)$, and the $1/z$ law gives way to $1/z^2$. The change is slow: for the silicon parameters below at 300 K, the local exponent is $-1.55$ at $z=10t$ and $-1.86$ at $z=50t$, and for $z$ below about $5t$ the gate raises $\langle V^2\rangle$ above its ungated value.

\subsection{A silicon channel}

Take $\epsilon_s=11.7$ and an oxide with $\epsilon^\infty=2.5$ and two effective oscillators: strength 0.9 at 55 meV and 0.5 at 140 meV. These are rough values for thermal silicon oxide. The electron has in-plane mass $m=0.19\,m_0$ and sits 2 nm from the interface at 300 K.

The roots of (\ref{D}) are 56.6 and 142.5 meV (13.7 and 34.4 THz), just 1.6 and 2.5 meV above the transverse energies, because the silicon permittivity is large.

An electron at the subband bottom that absorbs a phonon and stays in its subband must end with $\hbar^2q^2/2m=\hbar\omega_\nu$. The golden rule, with $q\,dq=(m/\hbar^2)\,d(\hbar^2q^2/2m)$, gives
\begin{align}
\frac1{\tau_\nu}
&=\frac{2\pi}{\hbar}A\int\frac{q\,dq}{2\pi}|M_\nu|^2e^{-2qz}N_\nu\,
\delta\!\left(\frac{\hbar^2q^2}{2m}-\hbar\omega_\nu\right)\nonumber\\
&=\frac{m}{\hbar^3}A|M_\nu|^2e^{-2qz}N_\nu
=\frac{q^2A|M_\nu|^2}{2(\hbar\omega_\nu)^2}\,\omega_\nu N_\nu e^{-2qz}.
\label{rate}
\end{align}
For the lower mode $q=0.5315\ \mathrm{nm^{-1}}$. With $e^2/\epsilon_0=18.095$ eV nm and $dD/d(\hbar\omega)=9117\ \mathrm{eV^{-1}}$,
\begin{equation}
A|M_1|^2=\frac{18.095}{0.5315\times9117}=0.00373\ \mathrm{eV^2\,nm^2}.
\end{equation}
The squared decay factor is $e^{-2qz}=0.119$, and $N_1=0.126$. The first factor in (\ref{rate}) is $0.5315^2\times0.00373/(2\times0.05665^2)=0.164$, and $\omega_1=2\pi\times13.70$ THz, so $1/\tau_1=2.1\times10^{11}\ \mathrm{s^{-1}}$.

The upper mode gives $2.0\times10^9\ \mathrm{s^{-1}}$, about a hundred times less. Its $A|M|^2$ at its own matched $q$ is nearly the same. The Bose number is smaller by a factor of 31 and the squared decay factor by 3.5. These are absorption rates at the subband bottom, not mobilities. The rms potential energy from (\ref{rms}), which includes zero-point motion, is 15 meV without a gate.

\subsection{A polar wide-gap channel}

Many wide-gap semiconductors are polar. As a round model, give the channel $\epsilon^\infty=6.5$ and one oscillator of strength 3.5 at 100 meV, and keep the same oxide. The three modes, with couplings at the fixed value $q=0.5315\ \mathrm{nm^{-1}}$, are
\begin{center}
\begin{tabular}{ccc}
energy (meV) & semiconductor share & $A|M|^2$ ($\mathrm{eV^2\,nm^2}$)\\
56.7 & 0.009 & 0.0037\\
115.7 & 0.916 & 0.0443\\
146.0 & 0.075 & 0.0319
\end{tabular}
\end{center}
The lowest mode hardly differs from its silicon counterpart, because the model permittivity at 56.7 meV happens to be 11.65, close to 11.7. The highest is still mostly an oxide vibration, yet it couples 5.4 times more strongly than the upper silicon mode at the same $q$. At 146 meV the channel permittivity is just $6.5-3.10=3.40$, so the root lies 6.0 meV above the oxide pole instead of 2.5 meV. Near a pole the slope (\ref{slope}) varies as the inverse square of that separation, and a smaller slope means a larger coupling. This alone gives a factor $(5.96/2.47)^2=5.8$; the slope of the channel permittivity, 7.5\% of $D'$, lowers it to 5.4.

\subsection{Limits in a real device}

The silicon parameters describe an ordinary oxide-gated channel, but the bare coupling suits low carrier density. For one subband with two valleys, $\partial n/\partial\mu=g_0f_0$, where $g_0=2m/\pi\hbar^2$ includes spin and $f_0$ is the filling of the subband bottom. With $G=[1+r_\infty e^{-2qz}]/(2\epsilon_s)$ from (\ref{green}), $r_\infty$ being $r$ at $\epsilon_{ox}^\infty$, long-wavelength static screening divides the potential by $1+e^2g_0f_0G/(\epsilon_0q)$. At $10^{11}\ \mathrm{cm^{-2}}$ this multiplies $|M_1|^2$ by 0.89; at $5\times10^{12}\ \mathrm{cm^{-2}}$, by 0.13. The second figure shows that the bare formula has failed, but it is no reliable replacement. The long-wave plasmon formula $(\hbar\omega_p)^2=(\hbar^2/m)nqe^2G/\epsilon_0$ would give 94 meV, but it does not hold at this $q$. Even at zero temperature, single electrons can take up energies as high as $\hbar^2q^2/2m+\hbar^2qk_F/m\approx141$ meV, with $k_F=\sqrt{\pi n}$ for two valleys, so 94 meV lies within the single-electron range and cannot be taken as the energy of a separate plasmon. For a sheet of zero thickness at zero temperature, the random-phase response at this $q$ instead has an undamped root at 144 meV, next to the upper interface mode; the root disappears for the spread wave function given below. The carrier response must be calculated at the actual $q$ and phonon energy. This also applies at the lower density, where the factor 0.89 shows only that the correction is small, not its value.

The other corrections below refer to the lower silicon mode, with the remaining settings held fixed.
\begin{itemize}
\item Spreading the electron over $\psi^2=b^3z^2e^{-bz}/2$ with mean distance $3/b=2$ nm replaces $e^{-2qz}$ by $[b/(b+q)]^6=0.162$, which is 36\% larger than the point value.
\item The confinement kinetic energy of this state, for a normal mass of $0.92\,m_0$, is 23 meV. In a triangular well with the same mean distance the next subband lies 44 meV higher, not large compared with $k_BT=26$ meV and below both phonon energies. Absorption into higher subbands, left out of (\ref{rate}), then adds about 20\% to the intrasubband rate of the lower mode and about 50\% to that of the upper mode. The four valleys with light normal mass start 41 meV above the ground subband, which at 300 K holds only about 45\% of nondegenerate electrons. A single subband is thus a rough description.
\item In a valley direction with in-plane mass $0.92\,m_0$, the matched $q$ rises to $1.17\ \mathrm{nm^{-1}}$ and the squared decay factor drops to 0.009.
\item A metal gate behind 5 nm of oxide raises $|M_1|^2$ by 0.55\% at the matched $q$; behind 2 nm by 13\%, and behind 1 nm by 35\%. The rms potential energy draws on longer waves and rises from 15.0 to 16.5 meV already for 5 nm.
\item At 450 K the absorption rate is 2.4 times larger, and that of the upper mode 6.4 times.
\end{itemize}

Glassy oxides have broad phonon bands. A rough damping width of 5 meV exceeds the 1.6 meV rise of the lower mode, so the interface and transverse lines would overlap, though their centres still differ. The total static weight survives: replacing $\omega_j^2-\omega^2$ by $\omega_j^2-\omega^2-i\gamma\omega$ with $\hbar\gamma=5$ meV and integrating $-(2/\pi)\,\mathrm{Im}(1/D)/\omega$ over frequency gives 0.00632, equal to the undamped sum in (\ref{sum}).

Retardation enters through $\epsilon_s(\omega/cq)^2\approx3\times10^{-6}$. The electron density tail in the oxide is about 0.09 nm for a rough 3 eV barrier and oxide mass $0.4\,m_0$, small beside 2 nm. The channel charge at $5\times10^{12}\ \mathrm{cm^{-2}}$ alone produces an oxide field of 2.3 MV/cm, below the roughly 10 MV/cm at which good thermal oxide breaks down. Of the effects sized here, carrier screening in strong inversion and the heavy mass change the squared coupling at the electron most. The numerical output lists most of the values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS: rough silicon / thermal-oxide values
silicon permittivity 11.7
oxide permittivity: fast 2.5, static 3.9
oxide oscillator: strength 0.9, energy 55.0 meV
oxide oscillator: strength 0.5, energy 140.0 meV
in-plane mass 0.19 m0, valleys 2
distance 2.0 nm, temperature 300 K
e^2/eps0 = 18.0951 eV nm
SILICON INTERFACE MODES
mode 1: energy 56.648 meV = 13.697 THz
  rise above transverse 1.648 meV
  dD/dE 9116.79 1/eV; Bose number 0.12585
  matched q 0.5315 1/nm; 1/(2q) 0.941 nm
  A|M|^2 at matched q 0.003734 eV^2 nm^2
  A|M|^2 at q of mode 1 0.003734 eV^2 nm^2
  squared decay factor 0.11931
  absorption rate 2.124e+11 1/s
  rate ratio 450 K / 300 K 2.401
mode 2: energy 142.471 meV = 34.449 THz
  rise above transverse 2.471 meV
  dD/dE 5735.98 1/eV; Bose number 0.00406
  matched q 0.8429 1/nm; 1/(2q) 0.593 nm
  A|M|^2 at matched q 0.003743 eV^2 nm^2
  A|M|^2 at q of mode 1 0.005935 eV^2 nm^2
  squared decay factor 0.03433
  absorption rate 1.976e+09 1/s
  rate ratio 450 K / 300 K 6.415
rms potential energy, all q: 15.01 meV
static weight: modes 0.006320, damped 0.006320
lattice image part: grid -0.02653, modes -0.02655 eV nm^2
POLAR WIDE-GAP MODEL with the same oxide
fast 6.5, static 10.0, transverse 100 meV
energy 56.653 meV, semiconductor share 0.0094, A|M|^2 0.003722 eV^2 nm^2
energy 115.727 meV, semiconductor share 0.9158, A|M|^2 0.044300 eV^2 nm^2
energy 145.955 meV, semiconductor share 0.0748, A|M|^2 0.031856 eV^2 nm^2
polar-model couplings use q = 0.5315 1/nm
NEGLECTED EFFECTS, silicon mode 1 unless stated
metal gate at 5 nm: shift 0.0127 meV, coupling ratio 1.0055
density 1.0e+11 cm^-2: bottom filling 0.0241
  static screening 1.060, |M|^2 ratio 0.8902
  plasmon 13.3 meV, oxide field 0.046 MV/cm
density 5.0e+12 cm^-2: bottom filling 0.7043
  static screening 2.752, |M|^2 ratio 0.1320
  plasmon 94.2 meV, oxide field 2.320 MV/cm
finite width: squared factor 0.16205
confinement kinetic energy 23.29 meV, kT 25.85 meV
heavy direction (0.92 m0): q 1.1696 1/nm, squared factor 0.00930
rough phonon damping width 5.0 meV
retardation eps_s(E/hbar c q)^2 3.41e-06
oxide density tail 0.089 nm (3.0 eV, 0.4 m0)
largest grid errors: energy 6.8e-08, coupling 1.9e-03, share 3.1e-08
\end{verbatim}
